# Why probe-grown oxide nearly follows an inverse logarithmic law

## A film whose law can be read at sight

Let \(z\) be a reciprocal thickness, measured in a unit that makes it a pure number. Suppose that it falls at a rate that depends exponentially on \(z\) itself:

\[
\frac{dz}{dt}=-k e^{z}.
\]

Multiplication by \(-e^{-z}\) turns the left side into \(d(e^{-z})/dt\), so

\[
\frac{d}{dt}e^{-z}=k .
\]

If the film starts very thin, \(e^{-z}\) is practically zero at \(t=0\). Then \(e^{-z}=kt\), and

\[
z=-\ln(kt).
\]

Reciprocal thickness is a straight line in the logarithm of time. Each tenfold increase in age lowers \(z\) by \(\ln 10\) and leaves \(z\) falling ten times more slowly.

The Cabrera-Mott model, applied to oxide grown under a biased probe, leads to almost this equation. In it the constant \(k\) is replaced by a factor proportional to \(z^2\), which varies much less than the exponential when \(z\) is large. The line therefore survives approximately, with a slightly smaller slope.

## The growth equation

The algebra uses atomic units, so the elementary charge is one. A flat oxide of thickness \(X\) carries a fixed potential drop \(V\), which includes any contact potential. With no space charge the field is uniform, \(E=V/X\).

A cation of charge number \(q\) enters the oxide from the metal by hopping from a well to a saddle a distance \(a\) away. Without a field the barrier is \(W\). The field adds \(-qEx\) to the energy at position \(x\), which lowers the saddle relative to the well by \(qaE\). The well and saddle also move, by distances proportional to \(E\). The energy is stationary at both points, so their motion changes the barrier only at order \(E^2\). To first order the barrier is \(W-qaE\).

Let \(\theta=k_BT\), let \(\nu\) be the attempt rate, and let \(b\) be the thickness gained when every surface site completes one hop. This \(b\) is the site density times the oxide volume per cation. If entry over the barrier limits growth,

\[
\frac{dX}{dt}=b\nu e^{-(W-qaE)/\theta}=u e^{X_1/X},
\]

\[
u=b\nu e^{-W/\theta},\qquad X_1=\frac{qaV}{\theta}.
\]

Define \(z=X_1/X=qaE/\theta\), the field energy of a half-hop in thermal units. A reverse hop with the same attempt rate and occupation faces the barrier \(W+qaE\). Its rate relative to the forward rate is \(e^{-2z}\). Strongly field-driven hopping means \(z\gg1\), where this ratio is negligible.

Since \(dz/dX=-X_1/X^2=-z^2/X_1\), the growth equation becomes

\[
\frac{dz}{dt}=-\frac{u}{X_1}z^2e^z. \tag{1}
\]

The result to be derived is that, near a reference time \(t_r\) at which the thickness is \(X_r\),

\[
\frac1X\approx\frac1{X_r}-\frac{s_r}{X_1}\ln\frac{t}{t_r},
\qquad s_r\approx1-\frac2{z_r}. \tag{2}
\]

## First derivation: integrate the whole history

Let the starting thickness be \(X_0\). Separating variables gives

\[
ut=\int_{X_0}^{X}e^{-X_1/x}\,dx
=\int_0^Xe^{-X_1/x}\,dx-\int_0^{X_0}e^{-X_1/x}\,dx .
\]

The extension to zero thickness is a mathematical device and says nothing about how the first oxide formed. In the first integral put \(x=X/y\), so \(dx=-X\,dy/y^2\). The limits \(0,X\) become \(\infty,1\), and the minus sign restores their order:

\[
\int_0^Xe^{-X_1/x}\,dx=X\int_1^\infty\frac{e^{-zy}}{y^2}\,dy
\equiv XE_2(z).
\]

The second integral has the same form. Hence

\[
t+t_0=\frac XuE_2(z),\qquad
t_0=\frac{X_0}{u}E_2\!\left(\frac{X_1}{X_0}\right). \tag{3}
\]

The memory time \(t_0\) is all that remains of the starting thickness.

Let \(\lambda=\ln(t+t_0)\), with time in any fixed unit. Then \(dz/d\lambda=(t+t_0)\,dz/dt\). Equations (1) and (3), with \(X/X_1=1/z\), give

\[
\frac{dz}{d\lambda}
=-\frac XuE_2(z)\frac{u}{X_1}z^2e^z=-s(z),
\qquad s(z)=ze^zE_2(z).
\]

To see the size of \(s\), put \(y=1+p/z\) in \(E_2\). Then \(dy=dp/z\), the factor \(e^z\) cancels \(e^{-z}\), and

\[
s(z)=\int_0^\infty\frac{e^{-p}}{(1+p/z)^2}\,dp. \tag{4}
\]

The fraction multiplying \(e^{-p}\) is between zero and one, so \(0<s<1\). For \(x\geq0\), Taylor's formula with remainder gives \(1-2x\leq(1+x)^{-2}\leq1-2x+3x^2\). Setting \(x=p/z\) and using \(\int_0^\infty pe^{-p}dp=1\) and \(\int_0^\infty p^2e^{-p}dp=2\),

\[
1-\frac2z<s<1-\frac2z+\frac6{z^2}.
\]

This proves the slope in (2). In terms of \(\ln t\) it is multiplied by \(d\lambda/d\ln t=t/(t+t_0)\), which is nearly one when \(t\gg t_0\).

A slope near one is not yet a proof of straightness, for which the drift of the slope must be small. Differentiating (4),

\[
s'(z)=\frac2{z^2}\int_0^\infty\frac{pe^{-p}}{(1+p/z)^3}\,dp,
\qquad 0<s'<\frac2{z^2}.
\]

The chain rule then gives

\[
\frac{d^2z}{d\lambda^2}=-s'\frac{dz}{d\lambda}=ss',
\qquad 0<\frac{d^2z}{d\lambda^2}<\frac2{z^2}.
\]

The curve is convex and lies below any chord. Let the subscripts \(a\) and \(b\) mark the early and late ends of a window of length \(L=\lambda_b-\lambda_a\). Since \(z\) falls with time, the second derivative is below \(M=2/z_b^2\) throughout. Let \(g\) be the chord minus the curve; it vanishes at both ends and \(g''>-M\). The parabola

\[
P=\tfrac12M(\lambda-\lambda_a)(\lambda_b-\lambda)
\]

also vanishes at both ends and has \(P''=-M\). Thus \((P-g)''<0\): the difference is concave with zero end values, so it is not negative inside. Therefore \(g\leq P\), and the maximum of \(P\), at the midpoint, is \(ML^2/8\):

\[
0\leq g\leq\frac{L^2}{4z_b^2}. \tag{5}
\]

The total fall in \(z\) exceeds \(s_bL\), because \(s\) is smallest at the late end. Relative to that fall, the bend is less than \(L/(4s_bz_b^2)\). The line is nearly straight when this ratio is small.

## Second derivation: follow the local growth rate

The second route needs no special function. Write (1) as

\[
\frac{dz}{dt}=-\frac u{X_1}e^{z+2\ln z}.
\]

Near \(z_r\), replace the slowly varying logarithm by its tangent:

\[
2\ln z\approx2\ln z_r+\frac{2(z-z_r)}{z_r}.
\]

The first omitted term is \(-(z-z_r)^2/z_r^2\), so the replacement requires \(|z-z_r|\ll z_r\). Define

\[
R=\frac u{X_1}z_r^2e^{z_r},\qquad m=1+\frac2{z_r}.
\]

Here \(R\) is the speed at which \(z\) falls at the reference point. The rate equation becomes

\[
\frac{dz}{dt}\approx-Re^{m(z-z_r)},
\]

which is the opening example with a modified exponent. Multiplication by \(-me^{-m(z-z_r)}\) gives

\[
\frac d{dt}e^{-m(z-z_r)}=mR.
\]

Let \(z=z_0\) at \(t=0\). Integration from there yields

\[
e^{-m(z-z_r)}=mRt+\varepsilon,
\qquad\varepsilon=e^{-m(z_0-z_r)}. \tag{6}
\]

If the starting film was so much thinner that \(z_0-z_r\gg1\), then \(\varepsilon\) is negligible. At the reference point the left side is one, so \(mRt_r=1\). Substituting \(mR=1/t_r\) and taking the logarithm,

\[
z\approx z_r-\frac1m\ln\frac t{t_r},
\qquad \frac1m=\frac{z_r}{z_r+2}. \tag{7}
\]

Division by \(X_1\) gives (2), since \(z_r/(z_r+2)=1-2/z_r\) up to terms of order \(1/z_r^2\).

The tangent is poor at a distant \(z_0\). That matters little because the time spent per unit of \(z\) is proportional to \(e^{-z}/z^2\): nearly all of the film's age was spent within a few units of its present \(z\).

## What each derivation assumes

Both routes use the same barrier law, constant \(V\) and \(T\), and \(z\gg1\) in the window. They differ in their treatment of the past.

The first assumes that one rate law has held since \(t=0\). In return it gives a solution for any starting thickness and a bound on the bend. The second needs the rate law only near the reference point, together with the statement that the earlier stages took negligible time. It gives no strict bound, but it shows which local quantity sets the slope. If another slowly varying factor enters the rate, \(m\) becomes the derivative of \(\ln|dz/dt|\) with respect to \(z\).

Their slopes can be compared directly. Equation (3) can be written \(t+t_0=(X_1/u)\,s\,e^{-z}/z^2\), so

\[
\lambda=\ln\frac{X_1}{u}+\ln s-z-2\ln z. \tag{8}
\]

Differentiate with respect to \(z\) and use \(d\lambda/dz=-1/s\):

\[
-\frac1s=\frac{s'}s-1-\frac2z
\quad\Longrightarrow\quad
s'=s\left(1+\frac2z\right)-1 .
\]

Solving for \(s\) gives

\[
s-\frac z{z+2}=\frac{z\,s'}{z+2},
\]

which lies between zero and \(2/[z(z+2)]\). The local argument slightly underestimates the slope, by an amount of second order in \(1/z\).

## The opposite limit

When \(z\ll1\), reverse hops nearly cancel forward hops. With equal attempt rates and occupations the net growth rate is

\[
\frac{dX}{dt}=u(e^z-e^{-z})=2u\sinh z\approx\frac{2uX_1}{X}.
\]

Thus \(d(X^2)/dt=4uX_1\), and after the starting thickness is forgotten \(X^2=4uX_1t\). Now \(z\propto t^{-1/2}\), so \(dz/d\ln t=-z/2\). The slope is proportional to \(z\) itself, and the straight line is lost. At \(z=0.2\) this estimate has magnitude 0.10; numerical integration of the full hyperbolic-sine law gives 0.097. With the niobium inputs used below, \(z=0.2\) would mean a film near 970 nm thick and about 9000 years old, so this limit lies far outside that example.

## Niobium under a probe

Take rough parameters for oxide on niobium: \(T=300\) K, \(V=4\) V, \(q=5\), \(a=0.25\) nm, \(W=1.25\) eV and \(\nu=10^{13}\) s\(^{-1}\). With 8 sites per nm² and 0.05 nm³ per cation, \(b=8\times0.05=0.40\) nm. The thermal energy is 0.02585 eV, so

\[
X_1=\frac{5\times0.25\times4}{0.02585}\approx193.4\ \text{nm},
\]

\[
u=0.40\times10^{13}\,e^{-1.25/0.02585}
\approx4.0\times10^{-9}\ \text{nm/s}.
\]

Numerical integration of the growth equation from \(X_0=5\) nm gives:

| \(t\) (s) | \(X\) (nm) | \(1/X\) (nm⁻¹) | \(E\) (MV/cm) | \(s\) |
|---:|---:|---:|---:|---:|
| 0.001 | 7.74 | 0.1292 | 5.17 | 0.928 |
| 0.01 | 8.46 | 0.1182 | 4.73 | 0.922 |
| 0.1 | 9.32 | 0.1073 | 4.29 | 0.915 |
| 1 | 10.37 | 0.0964 | 3.86 | 0.907 |
| 10 | 11.67 | 0.0857 | 3.43 | 0.897 |

At 1 s, \(z=193.4/10.37=18.65\). The local formula gives \(18.65/20.65=0.903\), close to the tabulated 0.907.

Over the four decades \(1/X\) falls by 0.0109 nm⁻¹ per decade on average. The limiting slope, \(\ln10/X_1\), would be 0.0119 nm⁻¹. The largest departure from the chord is 0.036 in \(z\), or 0.4% of the total fall. The bound (5), with \(L=\ln10^4=9.21\) and \(z_b=16.57\), is 0.077.

Thickness itself is less straight: \(X\) against \(\ln t\) departs from its chord by 10% of its total rise. Its slope is \(dX/d\lambda=X^2s/X_1\), which grows by the factor \((11.67/7.74)^2(0.897/0.928)\approx2.2\) across the window.

The slope is also a way to infer \(a\), if \(q\), \(V\) and \(T\) are known. Taking the inverse slope as \(X_1\) gives \(9.210/0.04355=211.5\) nm, hence \(a=0.273\) nm, 9% above the input. Equation (8), subtracted between the ends with the small change in \(\ln s\) dropped, gives instead

\[
X_1\approx\frac{L-2\ln(X_b/X_a)}{1/X_a-1/X_b}
=\frac{9.210-0.822}{0.04355}\approx192.6\ \text{nm}.
\]

This returns \(a=0.249\) nm. The recovery holds for a curve that obeys the linear barrier law at a known \(V\). Applied to the modified curves of the next section, the same formula returns 0.197 nm for the cosine barrier, 0.260 nm with space charge and 0.224 nm with an unnoticed 10% loss of voltage. On real data it yields only an effective \(a\).

## Effects outside the simple model

At a fixed oxide voltage the starting film is quickly forgotten: \(t_0=4.9\times10^{-10}\) s, and starting from 6 nm changes no thickness in the window by more than about \(10^{-4}\) nm. The initial model rate, \(2.5\times10^8\) nm/s, is not credible as a real supply of ions. Suppose a second process in series limits growth to \(10^4\) nm/s, so that the times per unit thickness add. It adds \((7.74-5)/10^4=2.7\times10^{-4}\) s to the time needed to reach 7.74 nm, a noticeable part of 1 ms. The thickness at 1 s stays at 10.37 nm, but the bend over the window rises to 2.4%.

The next changes are each made alone, with the other inputs fixed, and the growth is integrated again.

**Barrier shape.** In the window \(qaE\) is between 0.52 and 0.34 of \(W\), and it is 0.8 of \(W\) at the start, so the first-order barrier is not safe for these inputs. Take a cosine energy profile, \(U=(W/2)[1-\cos(\pi x/a)]\). Its curvature at the well is \(K=\pi^2W/(2a^2)\), and at the saddle it is \(-K\). A force \(F=qE\) lowers the displaced well by \(F^2/(2K)\) and raises the displaced saddle by the same amount, relative to the linear estimate. The barrier therefore gains \(F^2/K=2(aF)^2/(\pi^2W)\). Since \(aF=\theta z\), the rate exponent is \(z-2\theta z^2/(\pi^2W)\) to this order, and

\[
m\approx1-\frac{4\theta z}{\pi^2W}+\frac2z .
\]

With the full cosine barrier the thickness at 1 s is 9.47 nm, so \(z=20.4\) and \(m\approx0.93\). The tangent estimate of the local slope is then \(0.0119/0.93\approx0.0128\) nm⁻¹ per decade; the integrated curve has 0.0131 at 1 s. The window average is 0.0136, higher still because \(m\) is smaller at the early, high-field end: \(m\) runs from 0.83 at 1 ms to 0.96 at 10 s, and the local slope from 0.0147 to 0.0126. The bend is 1.9%. Taking the inverse of this average slope as \(X_1\) would give \(a\approx0.22\) nm, against 0.273 nm by the same reading for the linear barrier law. The cosine shape raises the average slope by 25%, whereas the logarithmic correction lowers it by only about 9% from its limiting value.

**Space charge.** A uniform positive density \(\rho\) in oxide of absolute permittivity \(\epsilon\) makes the field \(E_m+\rho x/\epsilon\) at distance \(x\) from the metal. Its integral must equal \(V\), so \(E_m=V/X-\rho X/(2\epsilon)\). For an assumed \(10^{19}\) charges per cm³ and relative permittivity 40, the loss at 10 nm is 0.23 MV/cm. The thickness at 1 s falls to 9.87 nm, and the bend is 0.7%.

**Voltage and temperature.** A 10% loss of voltage gives 9.38 nm at 1 s and a slope of 0.0121 nm⁻¹ per decade, larger because \(X_1\propto V\). A film 10 K warmer reaches 10.88 nm. The bend stays at or below 0.5% in both cases.

## Beside a real probe

The model's 10.4 nm at 4 V is 2.6 nm per volt, similar to the rough 2 to 3 nm per volt of ordinary anodic niobium oxide. The parameters were chosen for that regime, so the agreement is not a prediction. In real anodic niobium oxide much of the growth comes from oxygen moving inward, so \(q\), \(a\) and \(W\) here are effective values for a single limiting hop. A starting oxide of 5 nm is towards the thick end for a film formed in air. If breakdown is put at a rough 5 MV/cm, the example exceeds it until 2.4 ms, and the earliest part of the line is the least secure.

A real tip does not guarantee a fixed drop across the oxide, since the water bridge and contacts take a share. Electron tunnelling through the oxide gives one estimate of the current involved. For a triangular barrier of 1 eV, free electron mass and semiclassical transmission integrated over the thermal electron supply, the current density is about 115 A/cm² at 1 ms, against 0.46 A/cm² for ions. This assumes a metal-like electron supply at the oxide surface, which a water bridge need not provide. It leaves ions only 0.4% of the charge, far below the share in ordinary anodic growth, so it is an illustration and not a prediction. Over a spot of 20 nm radius this is 1.4 nA, and at this current a series resistance near \(3\times10^8\) Ω would drop 0.4 V, a tenth of the oxide voltage. At 1 s the electron current is about a hundred times smaller, and the corresponding resistance is about \(3\times10^{10}\) Ω. These resistances use the current of the film grown at the full voltage, and the thinning of about 1 nm found above applies to a 10% loss held throughout the growth. A fixed resistance acts differently, because it keeps the young film thin and its current high. Integrating the growth with 4 V across oxide and resistor together, \(3\times10^8\) Ω gives a loss of 18% at 1 ms that fades to 0.1% at 1 s, with 10.33 nm at 1 s and a bend of about 22%. For \(3\times10^{10}\) Ω the loss stays between 47% and 45% up to 0.1 s, while the film grows only from 5.0 to 5.3 nm; it is 7.0 nm at 1 s and the bend is about 41%. The straight line then fails, and the starting thickness is no longer quickly forgotten. Starting from 4 or 6 nm gives 6.5 or 7.6 nm at 1 s for the larger resistance, and moves the bend for the smaller one between about 26% and 15%. All these values are order-of-magnitude at best: at 1 ms a barrier of 0.8 or 1.2 eV gives about \(5\times10^3\) or 2 A/cm², a mass of 0.5 or 2 electron masses gives about \(8\times10^3\) or 0.4 A/cm², image lowering adds a factor of about 1.5 with the static relative permittivity of 40 and about 12 with an optical value of 5.3, and the exact transmission of the triangle adds a factor of one to two for a supply band 0.2 to 15 eV deep. The film is also half as thick as the spot radius, so the field spreads sideways; that effect is not sized here.

Numbers in the example were calculated in double precision.
